# Sulfur chemical potential from the H2S to H2 pressure ratio, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: equilibrium of the exchange reaction

Suppose that a sulfide layer such as MoS2 is grown on an oxide in a mixture of H2S and H2, and that the total pressure is raised from 1 to 10 Torr with the ratio of H2S to H2 in the equilibrated gas held fixed. The pressure of H2S has risen about tenfold. If that pressure alone is taken as the measure of the sulfur supply, the chemical potential of sulfur seems to have risen by about $kT\ln 10$, which is 0.218 eV at 1100 K. It has not changed at all. Defect concentrations and edge terminations computed with the wrong value would then be wrong by a factor of up to ten for each sulfur atom exchanged.

The opposite error is also possible. If the composition of the gas fed to the reactor is held fixed, instead of the ratio of H2S to H2 after equilibration, the chemical potential does depend on pressure. For pure H2S at 1100 K, the model computed below gives a rise of 0.17 eV between 1 and 100 Torr. Both errors are avoided by knowing which ratio enters, and why the total pressure drops out.

### The system and its assumptions

The gas contains H2S, H2 and possibly S2 and an inert carrier. It is ideal and has one temperature $T$. The layer exchanges sulfur with it through

$$\mathrm{H_2S(gas)} \rightleftharpoons \mathrm{H_2(gas)} + \mathrm{S(layer)},$$

and this exchange has reached equilibrium. The layer takes up sulfur but no hydrogen. The gas is so large that the exchange does not noticeably alter its composition; it is a reservoir.

Labels 1, 2 and 3 stand for H2S, H2 and S2. Species $i$ has $N_i$ molecules of mass $m_i$ and partial pressure $p_i$; the total pressure is $P$ and the volume of the gas is $V$. The ratio that matters is

$$r = \frac{p_1}{p_2} = \frac{p_{\mathrm{H_2S}}}{p_{\mathrm{H_2}}},$$

taken in the equilibrated gas. The algebra is in atomic units, so $\hbar = 1$, but the Boltzmann constant $k$ is kept.

### The chemical potential of an ideal gas

Let $Z_i$ be the partition function of one molecule. Ideal molecules do not interact, so $N_i$ of them have the partition function $Z_i^{N_i}/N_i!$. The factorial removes the labels of identical molecules; this is valid when far more quantum states are accessible than there are molecules. The Helmholtz free energy is

$$F_i = -kT\,(N_i\ln Z_i - \ln N_i!) .$$

For large $N_i$, Stirling's formula gives $\ln N_i! \approx N_i\ln N_i - N_i$, whose derivative is $\ln N_i$. At fixed $T$ and $V$,

$$\mu_i = \frac{\partial F_i}{\partial N_i} = -kT\ln\frac{Z_i}{N_i} = kT\ln\frac{N_i}{Z_i}. \tag{1}$$

The partition function is a product of three factors. The first is the Boltzmann factor $e^{-E_i/kT}$ of the ground-state energy $E_i$, which includes the zero-point energy of the vibrations. The second comes from translation. A phase-space cell of volume $(2\pi)^3$ holds one state, so that

$$V\int\frac{d^3p}{(2\pi)^3}\,e^{-p^2/2m_ikT} = V\,\frac{(2\pi m_ikT)^{3/2}}{(2\pi)^3} = \frac{V}{\lambda_i^3}, \qquad \lambda_i = \sqrt{\frac{2\pi}{m_ikT}} .$$

The third factor, $q_i$, counts the internal states with energies measured from the ground state. It contains vibration, rotation and electronic degeneracy. A harmonic mode with quantum $\omega$ contributes the geometric series

$$\sum_{v=0}^{\infty}e^{-v\omega/kT} = \frac{1}{1-e^{-\omega/kT}} .$$

A linear rotor with moment of inertia $I$ has levels $J(J+1)/2I$, each $(2J+1)$-fold degenerate. When $kT$ is large compared with the level spacing, the sum over $J$ becomes an integral over $x=J(J+1)$, with $dx=(2J+1)\,dJ$:

$$\int_0^\infty e^{-x/2IkT}\,dx = 2IkT .$$

This is halved for H2 and S2, because a half turn exchanges identical atoms.

The bent molecule H2S has three moments $I_a,I_b,I_c$. In the classical limit, the integral over orientations gives $8\pi^2$, and that over the components of angular momentum along the body axes gives a Gaussian factor for each:

$$\frac{8\pi^2}{(2\pi)^3}\,(2\pi kT)^{3/2}\sqrt{I_aI_bI_c} = \sqrt{\pi\,(2kT)^3I_aI_bI_c} .$$

This too is halved, for the exchange of the two hydrogen atoms. The electronic ground state is a singlet for H2S and H2 and a triplet for S2, so the last has an extra factor 3. The nuclear spins of the two protons give a factor 4 in both H2S and H2; it cancels in the difference needed here and is omitted from both.

Thus $Z_i = (V/\lambda_i^3)\,q_i\,e^{-E_i/kT}$. Putting this into equation (1), with $N_i/V=p_i/kT$ from the ideal-gas law, gives

$$\mu_i = E_i + kT\ln\frac{p_i\lambda_i^3}{kT\,q_i} . \tag{2}$$

To separate the pressure, choose a standard pressure $p^0$, the same for every gas, and write $p_i=p^0(p_i/p^0)$:

$$\mu_i = g_i(T)+kT\ln\frac{p_i}{p^0}, \qquad g_i(T)=E_i+kT\ln\frac{p^0\lambda_i^3}{kT\,q_i}. \tag{3}$$

The quantity $g_i$ depends on temperature and on the molecule, but on neither $P$ nor the composition.

### The condition of equilibrium

Take the gas and layer together at fixed $T$ and $P$. From $dF=-P\,dV+\sum\mu\,dN$ at fixed $T$, and $G=F+PV$, follows $dG=V\,dP+\sum\mu\,dN$. At fixed $P$ only the last sum remains. The sulfur chemical potential $\mu_S$ is the change of $G$ per sulfur atom added to the layer.

Let the exchange run forward by $d\xi$ molecules. Then $dN_1=-d\xi$, $dN_2=+d\xi$, and the number of sulfur atoms in the layer, $n$, changes by $dn=+d\xi$. Atom numbers are conserved, and

$$dG = (-\mu_1+\mu_2+\mu_S)\,d\xi .$$

Since $d\xi$ can have either sign, $G$ can have a minimum only if the bracket vanishes:

$$\mu_S=\mu_1-\mu_2. \tag{4}$$

The stationary point is a minimum for a stable layer. Because the total number of gas molecules is unchanged, $p_i$ is proportional to $N_i$ along the reaction, and equation (3) gives

$$\frac{d^2G}{d\xi^2}=\frac{kT}{N_1}+\frac{kT}{N_2}+\frac{\partial\mu_S}{\partial n},$$

which is positive when $\partial\mu_S/\partial n\geq0$. The condition that $d\xi$ can have either sign matters. A layer that can no longer take up or release sulfur does not establish equation (4).

### The total pressure drops out

Subtracting equation (3) for H2 from that for H2S gives

$$\mu_S=g_1-g_2+kT\left(\ln\frac{p_1}{p^0}-\ln\frac{p_2}{p^0}\right).$$

The standard pressure cancels in the bracket, and

$$\boxed{\;\mu_S=g_{\mathrm{H_2S}}(T)-g_{\mathrm{H_2}}(T)+kT\ln r\;} \tag{5}$$

With mole fractions $y_i$, the partial pressures are $p_i=y_iP$, so $r=y_1P/(y_2P)=y_1/y_2$. Therefore

$$\left(\frac{\partial\mu_S}{\partial P}\right)_{T,r}=0,\qquad \left(\frac{\partial\mu_S}{\partial\ln r}\right)_T=kT. \tag{6}$$

The cancellation has a simple physical cause. Compression raises the chemical potential of H2S and that of H2 by the same amount, and the exchange replaces one of these molecules by the other. An inert carrier has no effect either, provided that $r$ itself stays the same.

As $r\to0$ the chemical potential tends to $-\infty$ logarithmically: pure H2 would strip sulfur from any layer, if equilibrium could be reached. As $r$ grows, $\mu_S$ rises without limit in equation (5), but the gas cannot follow it indefinitely, because S2 forms.

### The value at 1100 K

Take 1100 K, 10 Torr and an equilibrated ratio $r=0.1$. The three molecules were computed by density-functional theory, with PBE0/def2-TZVP energies at PBE0/def2-SVP geometries and harmonic frequencies from the latter level.

Energies need a zero. From each molecular energy we subtract half the ground-state energy of H2 for each H atom and half that of S2 for each S atom. Then $E_2=E_3=0$ and $E_1=-D_0$, where $D_0$ is the energy of $\mathrm{H_2S}\to\mathrm{H_2}+\tfrac12\mathrm{S_2}$ between ground states. Its electronic part is 0.937 eV. The zero-point part is half the sum of the quanta, products minus reactant:

$$\tfrac12\left[0.544+\tfrac12(0.093)-(0.147+0.338+0.341)\right]=-0.118\ \text{eV}.$$

Hence $D_0=0.937-0.118=0.819$ eV. Equation (3) at 1 bar then gives $g_{\mathrm{H_2S}}=-3.308$ eV and $g_{\mathrm{H_2}}=-1.593$ eV. As a test of equation (2), explicit sums over box, rotational and vibrational levels at 1100 K and 10 Torr agreed with it within 0.004 eV for each of the three gases.

With $kT=0.0948$ eV, the result is

$$\mu_S=-3.308+1.593+0.0948\ln(0.1)=-1.715-0.218=-1.933\ \text{eV}.$$

This is $-187$ kJ/mol, relative to half an S2 molecule in its ground state. The third decimal serves the arithmetic; the choice of functional alone moves the value by about 0.1 eV. Ratios of 0.01 and 1 give $-2.152$ and $-1.715$ eV, a step of 0.218 eV per decade. At $r=0.1$, going to 1000 or 1200 K gives $-1.823$ or $-2.045$ eV, so temperature must be stated along with the ratio.

### The sulfur vapour that belongs to the ratio

If the gas also equilibrates with S2, equation (4) has a companion. Two sulfur atoms from the layer make one S2 molecule, so $2\mu_S=\mu_3$. Using equations (3) and (5),

$$\tfrac12g_3+\tfrac12kT\ln\frac{p_3}{p^0}=g_1-g_2+kT\ln r .$$

Define $K=\exp[-(g_2+\tfrac12g_3-g_1)/kT]$, the equilibrium constant of $\mathrm{H_2S}\rightleftharpoons\mathrm{H_2}+\tfrac12\mathrm{S_2}$. Moving $\tfrac12g_3$ to the right and dividing by $kT$ gives $\tfrac12\ln(p_3/p^0)=\ln K+\ln r$, and so

$$p_3=p^0(Kr)^2. \tag{7}$$

With $g_{\mathrm{S_2}}=-2.735$ eV, the reaction free energy is $-1.593-1.367+3.308=0.348$ eV, and $K=0.0255$. For $r=0.1$ the sulfur pressure is $0.0049$ Torr. It is fixed by $r$ and $T$, whatever the total pressure.

Equation (7) also sets a limit. A mixture with a given $r$ contains this much S2, so it can exist in full gas equilibrium only if $P>p_3$. The statement that total pressure is irrelevant holds within that range.

## Second derivation: counting the arrangements

The second derivation uses the following from the first. Labels 1, 2, 3 mean H2S, H2, S2; $r=p_1/p_2$ is the ratio in the equilibrated gas; $g_i(T)$ is the chemical potential of gas $i$ at the standard pressure $p^0$. One molecule has the partition function

$$Z_i=V\zeta_i,\qquad \zeta_i=\frac{q_i}{\lambda_i^3}\,e^{-E_i/kT},$$

with thermal wavelength $\lambda_i$, internal factor $q_i$ and ground-state energy $E_i$. In this notation $g_i=-kT\ln(\zeta_ikT/p^0)$. The result to be recovered is $\mu_S=g_1-g_2+kT\ln r$. At 1100 K and $r=0.1$ it gave $\mu_S=-1.933$ eV, with $kT=0.0948$ eV. The equilibrium constant for forming H2 and half an S2 from H2S is $K=0.0255$, and $p_3=p^0(Kr)^2$.

### The weight of each sulfur content

The condition $\mu_S=\mu_1-\mu_2$ is not used now. Instead, we ask how probable it is that the layer holds $n$ exchangeable sulfur atoms. Start with no such atoms in the layer, $N_1$ molecules of H2S and $N_2$ of H2. When the layer holds $n$ atoms, $N_1-n$ molecules of H2S and $N_2+n$ of H2 remain. Let $Q_n$ be the partition function of the layer with $n$ atoms; it may contain any interaction between them. The probability of $n$ is proportional to

$$W_n=Q_n\,\frac{(V\zeta_1)^{N_1-n}}{(N_1-n)!}\,\frac{(V\zeta_2)^{N_2+n}}{(N_2+n)!}. \tag{8}$$

The powers of the volume combine to

$$V^{N_1-n}\,V^{N_2+n}=V^{N_1+N_2}.$$

This factor is the same for every $n$ and cancels when the probabilities are normalized. As long as no S2 forms in the gas, compression at fixed $N_1$ and $N_2$ therefore leaves the whole distribution of $n$ unchanged, not just its mean, and it does so even for a small gas. If S2 can form, compression suppresses the dissociation of H2S and so changes the ratio itself. A further condition is that $Q_n$ does not itself depend on the gas pressure.

### Recovering the chemical potential

Compare neighbouring terms of equation (8). Adding one sulfur atom to the layer removes a factor $\zeta_1$ and adds a factor $\zeta_2$. The factorials give $(N_1-n)!/(N_1-n-1)!=N_1-n$ and $(N_2+n)!/(N_2+n+1)!=1/(N_2+n+1)$. Hence

$$\frac{W_{n+1}}{W_n}=\frac{Q_{n+1}}{Q_n}\,\frac{N_1-n}{N_2+n+1}\,\frac{\zeta_2}{\zeta_1}. \tag{9}$$

In a large gas the middle fraction is $N_1/N_2=r$, since both gases share the same $V$ and $T$. At the most probable $n$ of a large layer, the weights are stationary and the left side equals 1:

$$1=\frac{Q_{n+1}}{Q_n}\,r\,\frac{\zeta_2}{\zeta_1}.$$

The free energy of the layer is $-kT\ln Q_n$, and its increase per added atom is the chemical potential of sulfur. Taking the logarithm gives

$$\mu_S=-kT\ln\frac{Q_{n+1}}{Q_n}=kT\ln r+kT\ln\frac{\zeta_2}{\zeta_1}.$$

From the relation between $g_i$ and $\zeta_i$,

$$g_1-g_2=-kT\ln\frac{\zeta_1kT}{p^0}+kT\ln\frac{\zeta_2kT}{p^0}=kT\ln\frac{\zeta_2}{\zeta_1},$$

which turns the previous line into the result of the first derivation.

Both derivations give the same sulfur chemical potential, which for ideal gases depends on temperature and the equilibrated ratio of H2S to H2 but not on the total pressure. What remains is to express this as a surface coverage, to compare it with S2 alone and with a fixed feed, and to examine the limits of the model and the assumptions of each derivation.
